# Critical thickness for channel cracking of an elastically matched tensile film: verification in Python

```python
"""Channel cracking of a tensile film on an elastically matched thick substrate.

Result under test: G_ss = Z sigma^2 h / E', with Z = (pi/2) F^2, and hence the
critical thickness h_c = Gamma E' / (Z sigma^2).
  sigma  film tension before cracking      h      film thickness
  E'     plane-strain modulus E/(1-nu^2)   Gamma  film fracture energy
  F      edge-crack factor, K = F sigma sqrt(pi a) for crack depth a
  w(A)   released energy per crack length, in units sigma^2 h^2/E',
         for a crack of depth A*h with tension only in the film; w(1) = Z
"""
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss, legvander
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# ---------- opening dislocation: equilibrium and compatibility ----------
X, Y = sp.symbols("X Y", real=True)
R4 = (X**2 + Y**2)**2
sxx = X*(X**2 - Y**2)/R4
syy = X*(X**2 + 3*Y**2)/R4
sxy = Y*(X**2 - Y**2)/R4
assert sp.simplify(sp.diff(sxx, X) + sp.diff(sxy, Y)) == 0
assert sp.simplify(sp.diff(sxy, X) + sp.diff(syy, Y)) == 0
trace = sxx + syy
assert sp.simplify(sp.diff(trace, X, 2) + sp.diff(trace, Y, 2)) == 0

# ---------- free-surface correction: line loads against closed form ----------
def surface_correction(x, t):
    return -2*t/(x + t)**2 + 4*t**2/(x + t)**3

field_xx = sp.lambdify((X, Y), sxx)
for x, t in [(0.3, 0.7), (0.9, 0.2), (0.5, 0.5)]:
    def integrand(s):
        pair_traction = field_xx(-t, s) - field_xx(t, s)
        return -pair_traction*(2/np.pi)*x*s**2/(x**2 + s**2)**2
    direct = 2*quad(integrand, 0, np.inf, epsabs=1e-11, limit=200)[0]
    assert abs(direct - surface_correction(x, t)) < 1e-7

# ---------- edge crack of unit depth under unit tension ----------
g_nodes, g_weights = leggauss(400)
s_nodes, s_weights = (g_nodes + 1)/2, g_weights/2

def solve_edge_crack(n):
    """Scaled density E' b/(4 pi sigma) = phi(t)/sqrt(1-t), phi a polynomial."""
    t = 1 - s_nodes**2
    wt = 2*s_weights
    x = (1 - np.cos(np.pi*(np.arange(n) + 0.5)/n))/2
    pt, px = legvander(2*t - 1, n - 1), legvander(2*x - 1, n - 1)
    ratio = (pt[None] - px[:, None])/(x[:, None] - t)[:, :, None]
    c = np.sqrt(1 - x)
    principal = np.log((1 - c)/(1 + c))/c
    matrix = np.einsum("kqj,q->kj", ratio, wt) + px*principal[:, None]
    xx, tt = x[:, None], t[None]
    regular = -1/(xx + tt) + surface_correction(xx, tt)
    matrix += (regular*wt) @ pt
    coef = np.linalg.solve(matrix, -np.ones(n))
    factor = np.pi*np.sqrt(2)*coef.sum()
    moment = np.sum(wt*t*(pt @ coef))
    return coef, factor, moment

coef_low, F_low, _ = solve_edge_crack(12)
coef, F, moment = solve_edge_crack(24)
Z = np.pi*F**2/2
Z_opening = 2*np.pi*moment
assert abs(F - F_low) < 2e-4
assert abs(Z - Z_opening) < 5e-4

# ---------- crack deeper than the film, from reciprocity ----------
def scaled_K(A):
    """K/(sigma sqrt(h)) for depth A*h, with tension only in the film."""
    c = 1/A
    end = np.sqrt(1 - c)
    s = end*s_nodes
    phi = legvander(1 - 2*s**2, len(coef) - 1) @ coef
    tail = np.sum(2*end*s_weights*phi)
    tail_moment = np.sum(2*end*s_weights*(1 - s**2)*phi)
    integral = 4*np.pi*c*tail + 8*np.pi*(moment - tail_moment)
    return np.sqrt(A)*integral/(2*F*np.sqrt(np.pi))

u_nodes, u_weights = leggauss(30)

def w(A):
    top = np.sqrt(A - 1)
    u = top*(u_nodes + 1)/2
    k2 = np.array([scaled_K(1 + v**2)**2 for v in u])
    return Z + np.sum(top*u_weights/2*k2*2*u)

# ---------- finite elements: energy difference of two slices ----------
def graded(length, first=1e-3, growth=1.25):
    sizes = [first]
    while sum(sizes) < length:
        sizes.append(sizes[-1]*growth)
    lines = np.concatenate([[0], np.cumsum(sizes)])
    return lines*length/lines[-1]

def split(lines, parts):
    index = np.arange((len(lines) - 1)*parts + 1)/parts
    return np.interp(index, np.arange(len(lines)), lines)

def stiffness(modulus, nu):
    """Plane-strain stiffness from plane-strain modulus and Poisson ratio."""
    v = nu/(1 - nu)
    return modulus/(1 - v**2)*np.array([[1, v, 0], [v, 1, 0],
                                        [0, 0, (1 - v)/2]])

def slice_energy(depth, film, substrate, parts, size=80.0):
    """Film thickness 1, film modulus 1 and initial film tension 1."""
    across = split(graded(size), parts)
    down = np.concatenate([depth - graded(depth)[::-1],
                           depth + graded(size)[1:]])
    down[0] = 0.0
    down[np.argmin(abs(down - 1))] = 1.0
    down = split(down, parts)
    nx, ny = len(across), len(down)
    i, j = np.meshgrid(np.arange(nx - 1), np.arange(ny - 1), indexing="ij")
    i, j = i.ravel(), j.ravel()
    nodes = np.stack([i*ny + j, (i+1)*ny + j, (i+1)*ny + j+1, i*ny + j+1], 1)
    dx, dy = np.diff(across)[i], np.diff(down)[j]
    in_film = (down[j] + dy/2) < 1
    C = np.where(in_film[:, None, None], stiffness(*film),
                 stiffness(*substrate))
    sx, sy = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    ke, fe = np.zeros((len(i), 8, 8)), np.zeros((len(i), 8))
    for p in (-1/np.sqrt(3), 1/np.sqrt(3)):
        for q in (-1/np.sqrt(3), 1/np.sqrt(3)):
            gx = sx*(1 + q*sy)/4*2/dx[:, None]
            gy = sy*(1 + p*sx)/4*2/dy[:, None]
            B = np.zeros((len(i), 3, 8))
            B[:, 0, 0::2], B[:, 1, 1::2] = gx, gy
            B[:, 2, 0::2], B[:, 2, 1::2] = gy, gx
            area = dx*dy/4
            ke += (B.transpose(0, 2, 1) @ C @ B)*area[:, None, None]
            fe -= B[:, 0, :]*(area*in_film)[:, None]
    dof = np.stack([2*nodes, 2*nodes + 1], 2).reshape(-1, 8)
    total = 2*nx*ny
    rows, cols = np.repeat(dof, 8, axis=1), np.tile(dof, (1, 8))
    K = coo_matrix((ke.ravel(), (rows.ravel(), cols.ravel())),
                   shape=(total, total)).tocsr()
    f = np.bincount(dof.ravel(), fe.ravel(), minlength=total)
    free = np.ones(total, bool)
    uncracked = np.where(down >= depth - 1e-9)[0]
    free[2*uncracked] = False                        # symmetry plane
    free[2*((nx - 1)*ny + np.arange(ny))] = False    # far side
    free[2*(np.arange(nx)*ny + ny - 1) + 1] = False  # bottom
    u = spsolve(K[free][:, free].tocsc(), f[free],
                permc_spec="MMD_AT_PLUS_A")
    return f[free] @ u       # both halves; the uncracked slice has zero

def fem(depth, film, substrate):
    coarse = slice_energy(depth, film, substrate, 1)
    fine = slice_energy(depth, film, substrate, 2)
    return fine + (fine - coarse)/3, fine - coarse

nu_film = 0.20
Z_fem, shift_fem = fem(1.0, (1, nu_film), (1, nu_film))
Z_nu, _ = fem(1.0, (1, 0.35), (1, 0.35))
w2_fem, _ = fem(2.0, (1, nu_film), (1, nu_film))
assert abs(Z_fem/Z - 1) < 0.01       # mesh and finite slice size
assert abs(Z_nu/Z_fem - 1) < 0.01
assert abs(w2_fem/w(2.0) - 1) < 0.01

# ---------- worked example, SI units ----------
sigma, E_film, Gamma = 200e6, 80e9, 5.0

def critical_thickness(stress=sigma, energy=Gamma, number=Z):
    return energy*E_film/(number*stress**2)

h_c = critical_thickness()
assert abs(h_c - 5e-6) < 0.25e-6
K_edge = F*sigma*np.sqrt(np.pi*h_c)
G_edge = K_edge**2/E_film
stress_for_5um = np.sqrt(Gamma*E_film/(Z*5e-6))

# substrate fracture energy = r*Gamma: thickness factor for crack depth A*h
def thickness_factor(A, r):
    return (1 + r*(A - 1))/w(A)

depths = 1 + np.geomspace(1e-4, 2, 40)
assert all(thickness_factor(A, 2.0) > (1 - 2e-4)/Z for A in depths)
assert thickness_factor(1.01, 1.5) < 1/Z
best = minimize_scalar(lambda A: thickness_factor(A, 1.0),
                       bounds=(1.0001, 2.5), method="bounded")
h_brittle = best.fun*Gamma*E_film/sigma**2
assert h_brittle < h_c

# rough aluminium-alloy values
E_al, nu_al, yield_al = 70e9, 0.33, 500e6
Ep_al = E_al/(1 - nu_al**2)
Z_al, shift_al = fem(1.0, (1, nu_film), (Ep_al/E_film, nu_al))
h_al = critical_thickness(number=Z_al*Z/Z_fem)   # common mesh error removed
tip_shift = K_edge**2/(6*np.pi*yield_al**2)
h_yield = critical_thickness(number=w(1 + tip_shift/h_c))
expansion_gap, warming = 22e-6, 20.0
biaxial_film = E_film*(1 + nu_film)
added = biaxial_film*expansion_gap*warming
h_warm = critical_thickness(stress=sigma + added)
h_high = critical_thickness(stress=1.05*sigma)
h_moist = critical_thickness(energy=Gamma/2)

um = 1e6
print(f"film tension: {sigma/1e6:.0f} MPa")
print(f"film plane-strain modulus: {E_film/1e9:.0f} GPa")
print(f"film fracture energy: {Gamma:.1f} J/m^2")
print(f"edge-crack factor F: {F:.4f} (dimensionless)")
print(f"change of F, 12 to 24 polynomials: {F - F_low:.1e}")
print(f"Z from tip, (pi/2)F^2: {Z:.4f}")
print(f"Z from crack opening: {Z_opening:.4f}")
print(f"Z from finite elements, extrapolated: {Z_fem:.4f}")
print(f"finite-element shift on halving mesh: {shift_fem:.4f}")
print(f"Z from finite elements, Poisson ratio 0.35: {Z_nu:.4f}")
print(f"critical thickness h_c: {h_c*um:.3f} um = {h_c*1e9:.0f} nm")
print(f"h_c with finite-element Z: "
      f"{critical_thickness(number=Z_fem)*um:.3f} um")
print(f"stress for h_c of exactly 5 um: {stress_for_5um/1e6:.1f} MPa")
print(f"K at bottom edge at h_c: {K_edge/1e6:.3f} MPa m^0.5")
print(f"G at bottom edge at h_c: {G_edge:.2f} J/m^2")
print(f"w for crack twice film depth, reciprocity: {w(2.0):.4f}")
print(f"w for crack twice film depth, finite elements: {w2_fem:.4f}")
print(f"equally brittle substrate, crack depth/h: {best.x:.3f}")
print(f"equally brittle substrate, critical h: {h_brittle*um:.3f} um")
print(f"film Poisson ratio (rough): {nu_film:.2f}")
print(f"aluminium Young modulus (rough): {E_al/1e9:.0f} GPa")
print(f"aluminium Poisson ratio (rough): {nu_al:.2f}")
print(f"aluminium plane-strain modulus: {Ep_al/1e9:.1f} GPa")
print(f"Z with aluminium substrate: {Z_al:.4f}")
print(f"its shift on halving mesh: {shift_al:.4f}")
print(f"h_c with aluminium mismatch: {h_al*um:.3f} um")
print(f"alloy yield stress (rough): {yield_al/1e6:.0f} MPa")
print(f"shift of effective tip by yielding: {tip_shift*um:.3f} um")
print(f"h_c with shifted tip (rough estimate): {h_yield*um:.2f} um")
print(f"expansion difference (rough): {expansion_gap*1e6:.0f} ppm/K")
print(f"film biaxial modulus: {biaxial_film/1e9:.0f} GPa")
print(f"added tension on warming {warming:.0f} K: {added/1e6:.1f} MPa")
print(f"h_c after warming: {h_warm*um:.2f} um")
print(f"h_c if stress is 5% higher: {h_high*um:.2f} um")
print(f"h_c if fracture energy is halved: {h_moist*um:.2f} um")
print("OK")
```

Printed output:

```
film tension: 200 MPa
film plane-strain modulus: 80 GPa
film fracture energy: 5.0 J/m^2
edge-crack factor F: 1.1215 (dimensionless)
change of F, 12 to 24 polynomials: 8.0e-07
Z from tip, (pi/2)F^2: 1.9758
Z from crack opening: 1.9758
Z from finite elements, extrapolated: 1.9747
finite-element shift on halving mesh: 0.0087
Z from finite elements, Poisson ratio 0.35: 1.9746
critical thickness h_c: 5.061 um = 5061 nm
h_c with finite-element Z: 5.064 um
stress for h_c of exactly 5 um: 201.2 MPa
K at bottom edge at h_c: 0.894 MPa m^0.5
G at bottom edge at h_c: 10.00 J/m^2
w for crack twice film depth, reciprocity: 3.6508
w for crack twice film depth, finite elements: 3.6451
equally brittle substrate, crack depth/h: 1.200
equally brittle substrate, critical h: 4.820 um
film Poisson ratio (rough): 0.20
aluminium Young modulus (rough): 70 GPa
aluminium Poisson ratio (rough): 0.33
aluminium plane-strain modulus: 78.6 GPa
Z with aluminium substrate: 1.9318
its shift on halving mesh: 0.0092
h_c with aluminium mismatch: 5.174 um
alloy yield stress (rough): 500 MPa
shift of effective tip by yielding: 0.170 um
h_c with shifted tip (rough estimate): 4.79 um
expansion difference (rough): 22 ppm/K
film biaxial modulus: 96 GPa
added tension on warming 20 K: 42.2 MPa
h_c after warming: 3.45 um
h_c if stress is 5% higher: 4.59 um
h_c if fracture energy is halved: 2.53 um
OK
```
